Estimating S(k) and g(r) at Fixed Particle Number

1. Definitions and conventions

N identical particles occupy a periodic cube of side L, volume V = L³ and mean density n = N/V. A configuration is R = (r_1, …, r_N), and P(R) is its probability density, normalized to one, periodic in every coordinate and unchanged when particles are relabelled. Angle brackets denote averages over P. Vectors k are wave vectors; r and s are positions or separations. The density component is

ρ_k = Σ_j exp(−ik·r_j).

The allowed wave vectors are k = 2πm/L, with m a vector of three integers. At allowed k ≠ 0 the structure factor is

S(k) = ⟨|ρ_k|²⟩/N. (1)

Separations r_ij = r_i − r_j are reduced to the minimum image: each component is shifted by a multiple of L into the interval from −L/2 to L/2. The pair function is defined on this cell of separations by

g(s) = (V/N²) ⟨Σ_{i≠j} δ(s − r_ij)⟩. (2)

The sum runs over ordered pairs, so (i,j) and (j,i) both count and there are N(N−1) terms. The prefactor contains N², not N(N−1); section 5 gives the consequences.

In variational Monte Carlo (VMC), P = |Ψ|²/∫|Ψ|²dR for a trial function Ψ. Both observables depend on positions alone, so they multiply Ψ without differentiating it:

∫Ψ* O Ψ dR / ∫|Ψ|² dR = ∫P(R) O(R) dR.

The estimator is therefore the plain mean of O(R) over configurations sampled from P. Diffusion Monte Carlo samples a different distribution, treated in section 8.

2. Why the wave vectors must be allowed

Moving particle j by L along x gives the same physical configuration, but its term in ρ_k acquires the factor exp(−ik_x L). This factor is 1 when k_x is a multiple of 2π/L. The same argument along y and z gives the allowed set. At any other k, |ρ_k|² depends on which periodic image of a particle happens to be stored.

One configuration of seven particles shows this. Moving one particle by L leaves |ρ_k|²/N at 2.390 for m = (1,0,0), but changes it from 3.953 to 2.039 for m = (0.5,0,0).

Wrapping all particles into one chosen cell fixes which image is stored, but the value for a given configuration still depends on where the cell boundaries are placed, and the average can keep a term from the shape of the cell. Take independent, uniformly distributed particles and let

f(k) = (1/V) ∫_cell exp(−ik·r) d³r.

In |ρ_k|² = Σ_i Σ_j exp[−ik·(r_i − r_j)], the N terms with i = j equal 1. Each of the N(N−1) others has the mean f(k)f(k)* = |f(k)|², because the two positions are independent. Hence

⟨|ρ_k|²⟩/N = 1 + (N−1)|f(k)|².

Along one axis, |(1/L)∫₀^L exp(−ik_x x)dx| = |sin(k_x L/2)/(k_x L/2)|, and |f| is the product of three such factors. At allowed k ≠ 0 at least one factor vanishes, and the result is 1, as it should be for uncorrelated particles. At m = (0.5,0,0), |f| = 2/π, and for N = 7 the result is 1 + 6 × 4/π² = 3.432. Sampling gives 3.432 ± 0.003. The excess over 1 comes from the cell and contains no interparticle correlation.

If P is also translation invariant, the mean density component vanishes at allowed k ≠ 0. At allowed k, ρ_k is periodic in every coordinate, so wrapping particles back into the cell after a shift does not alter it. Shifting all particles by a vector a multiplies ρ_k by exp(−ik·a) and leaves P unchanged, so

⟨ρ_k⟩ = exp(−ik·a)⟨ρ_k⟩.

For allowed k ≠ 0 one can choose a with exp(−ik·a) ≠ 1, which forces ⟨ρ_k⟩ = 0. At other k the argument fails: the wrapped independent particles above have ⟨ρ_k⟩ = N f(k), which is nonzero at m = (0.5,0,0). For a translation-invariant P, equation (1) at allowed k ≠ 0 therefore measures density fluctuations. If the trial function pins the particles to lattice sites, ⟨ρ_k⟩ can be nonzero, and the fluctuation part is (⟨|ρ_k|²⟩ − |⟨ρ_k⟩|²)/N instead. The two quantities must then be reported under different names.

3. The pair function as a density ratio

The density of ordered pairs is

ρ₂(r,r′) = ⟨Σ_{i≠j} δ(r − r_i) δ(r′ − r_j)⟩.

For a translation-invariant P it depends on r − r′ alone, and the usual definition is ρ₂(r,r′) = n² g(r − r′). To recover (2), set r = r′ + s and integrate over r′. In the expression of ρ₂ as a sum of delta functions, each term gives

∫δ(r′ + s − r_i) δ(r′ − r_j) d³r′ = δ(s − r_i + r_j) = δ(s − r_ij),

with separations understood modulo L. The form n² g(r − r′) gives V n² g(s) = (N²/V) g(s). Therefore

(N²/V) g(s) = ⟨Σ_{i≠j} δ(s − r_ij)⟩,

which is (2). Physically, n g(s)d³s is the mean number of other particles in a volume d³s displaced by s from a given particle. Without translation invariance, (2) still defines g, now as the average of ρ₂(r′ + s, r′)/n² over r′ in the cell. Because n is the mean density, this average also contains any modulation of the density, even when the particles are independent. The sum rule and the Fourier relation below use (2) and so remain valid for that average, provided S is the full quantity (1).

4. Binned pairs

Let bin b be a region of the separation cell with volume v_b, and let H_b(R) be the number of ordered pairs whose minimum-image separation lies in it. Integrating (2) over the bin turns each delta function into 1 if the pair is inside and 0 if it is not:

∫_b g(s) d³s = (V/N²)⟨H_b⟩.

Division by v_b gives the estimator

g_b = V⟨H_b⟩/(N² v_b). (3)

A loop over i < j sees each pair once. If the bin contains −s whenever it contains s, as the bins below do, both orders of a pair fall into it, and the count must be doubled to obtain H_b.

For a radial bin from r₋ to r₊ with r₊ ≤ L/2, the whole spherical shell fits in the cube and

v_b = (4π/3)(r₊³ − r₋³).

Beyond L/2 the cube cuts the shells, and this volume is too large. A simple way to keep every pair is one last bin for all separations longer than L/2. It consists of the corner regions of the cube and has the volume

v_c = L³ − (4π/3)(L/2)³ = V(1 − π/6).

Equation (3) estimates the average of g over the bin, not g at its centre. For a radial bin of width Δ and centre c, put r = c + t and expand the angle-averaged g to second order in t. With the weight r² of the shell, and for Δ much smaller than c,

mean of t ≈ [∫2c t² dt]/(c²Δ) = Δ²/(6c),
mean of t² ≈ Δ²/12,

where t runs from −Δ/2 to Δ/2. Hence

g_b − g(c) ≈ g′(c)Δ²/(6c) + g″(c)Δ²/24.

The condition that Δ be much smaller than c is not met in the first bin, where c = Δ/2. If g = a r² there, as for the fermions of section 7, the bin average is

a ∫₀^Δ r⁴dr / ∫₀^Δ r²dr = (3/5)aΔ²,

whereas the centre value is aΔ²/4. Their ratio is 12/5 however narrow the bin is, although both values tend to zero. A comparison with theory should use bin averages on both sides.

5. Normalization and the sum rule

Every pair falls into one bin when the bins cover the separation cell without overlap. Thus, in each configuration,

Σ_b H_b = N(N−1).

Insert this into (3):

n Σ_b v_b g_b = (N/V)(V/N²) N(N−1) = N − 1.

The left-hand side is n∫g d³s over the cell. Since n∫1 d³s = N, subtraction gives

n ∫_cell [g(s) − 1] d³s = −1. (4)

A particle has N−1 companions, while the uniform density n would supply N. The rule therefore says nothing about the quality of Ψ: a poor trial function obeys it too. Its use in practice is to expose missing pairs, a lost factor of 2 and bin volumes that do not add up to V. Because v_b cancels in the product v_b g_b, the rule cannot reveal errors in single bin volumes that leave their total unchanged.

For independent, uniformly distributed particles each pair separation is uniform, so ⟨δ(s − r_ij)⟩ = 1/V and (2) gives

g = N(N−1)/N² = 1 − 1/N.

For N = 7 this is 0.8571, and sampled independent particles give 0.8567 ± 0.0004 over separations below L/2. The departure from 1 is not repulsion. It is the missing self-pair spread over the cell, and it disappears as 1/N.

One may instead divide by the number of ordered pairs:

g̃_b = V⟨H_b⟩/[N(N−1)v_b] = [N/(N−1)] g_b. (5)

Then independent particles have g̃ = 1 and the cell average of g̃ is 1 for any P, so n∫(g̃ − 1)d³s = 0 replaces (4). Both conventions are consistent. The one in use must be stated, because the sum rule and the Fourier relation change with it.

The role of fixed N becomes clear if N is allowed to fluctuate. Write N̄ = ⟨N⟩, n = N̄/V, and replace N² in (2) by N̄². Integration then gives ∫g d³s = V⟨N(N−1)⟩/N̄², and

n∫(g − 1)d³s = (⟨N²⟩ − N̄)/N̄ − N̄ = (⟨N²⟩ − N̄²)/N̄ − 1.

The first term on the right is the variance of N divided by its mean. Fixed N sets it to zero and returns (4). If N has a Poisson distribution, the variance equals N̄ and the integral is zero.

6. The relation between S(k) and g(r)

Separate the N diagonal terms of |ρ_k|²:

|ρ_k|² = N + Σ_{i≠j} exp(−ik·r_ij).

At allowed k the exponential is unaffected by reducing r_ij to its minimum image. Write it as an integral over a delta function, average, and use (2):

(1/N)⟨Σ_{i≠j} exp(−ik·r_ij)⟩ = (1/N)∫_cell exp(−ik·s)⟨Σ_{i≠j} δ(s − r_ij)⟩ d³s = (1/N)(N²/V)∫_cell g(s) exp(−ik·s) d³s.

Since N/V = n,

S(k) = 1 + n ∫_cell g(s) exp(−ik·s) d³s, k allowed, k ≠ 0. (6)

One may replace g by g − 1 here, because ∫_cell exp(−ik·s)d³s = 0 at these k. An additive constant in g is harmless, but a factor multiplying g is not. From (5), n g = [(N−1)/V] g̃, so g̃ must be used with the prefactor (N−1)/V. Keeping N/V by mistake gives

S_wrong = 1 + [N/(N−1)](S − 1).

For N = 7 and S = 5/7 this is 1 − (7/6)(2/7) = 2/3, an error of about 7% relative to S.

At k = 0, ρ₀ = N in every configuration. The fluctuation (⟨|ρ₀|²⟩ − |⟨ρ₀⟩|²)/N is therefore zero, in agreement with 1 + n∫(g−1)d³s = 0 from (4). This value does not fix the limit of S as k becomes small. Independent particles have S = 1 at every allowed k ≠ 0, by section 2, yet their fluctuation at k = 0 is zero. Since the fluctuation at k = 0 is zero for every P with fixed N, it carries no information about the long-wavelength limit and should not be used as a data point in an extrapolation.

For numerical work, the direct estimator (1) is preferable to transforming a radial histogram. It needs N exponentials per wave vector and has no bin-width error. A histogram stopped at L/2 also lacks the corner pairs. Adding them as one bin restores the sum rule but not, in general, the transform: radial bins discard the direction of s, on which both exp(−ik·s) and, in a periodic cube, g(s) can depend. Because ρ_{−k} is the complex conjugate of ρ_k, the vectors k and −k give identical data and one of them suffices. Averaging over wave vectors related by cubic symmetry is justified if P has that symmetry.

Equation (6) does not rely on a determinant. For three particles on a ring of length L with P proportional to the product of sin⁴(πx_ij/L) over the pairs, its one-dimensional form has n = N/L. The direct average and the transform of g both give S(2π/L) = 0.2000.

7. Seven fermions in a cube

Take N = 7 non-interacting fermions of one spin, with L = 1 nm and n = 7 nm⁻³. They fill the plane waves φ_q(r) = exp(iq·r)/√V with q = 2πm/L, where m is zero or one of the six vectors (±1,0,0), (0,±1,0), (0,0,±1). This model has closed results for both observables.

Expand the normalized determinant Ψ in its N! permutations and integrate |Ψ|² over particles 3 to N. Orthonormality requires the two permutations in a surviving term to assign the same orbitals to those particles. They can then differ by an exchange of the orbitals a and b of particles 1 and 2, which brings a minus sign. Each ordered choice of a ≠ b occurs (N−2)! times. The factor N(N−1) for ordered pairs and the 1/N! of |Ψ|² combine to N(N−1)(N−2)!/N! = 1, so

ρ₂(r,r′) = Σ_{a,b} [|φ_a(r)|²|φ_b(r′)|² − φ_a*(r)φ_b(r)φ_b*(r′)φ_a(r′)].

The terms a = b cancel and may be included. For plane waves the first sum is N²/V² = n². The second is |Σ_q exp(iq·s)|²/V² with s = r − r′. Division by n² gives

g(s) = 1 − |γ(s)|², γ(s) = (1/N)Σ_q exp(iq·s).

The cell integral of exp[i(q−q′)·s] is V if q = q′ and zero otherwise. Hence ∫|γ|²d³s = NV/N² = V/N, and n∫(g−1)d³s = −1, as (4) requires. In (6) the same integral selects q − q′ = k, so

S(k) = 1 − M(k)/N,

where M(k) is the number of occupied q for which q + k is also occupied. For m = (1,0,0) the two cases are (−1,0,0) → (0,0,0) and (0,0,0) → (1,0,0), so S = 1 − 2/7 = 0.7143. For (1,1,0) there are again two, for (2,0,0) one and for (1,1,1) none. The exclusion principle lowers S where a shift by k maps occupied states onto occupied states.

The squared determinant was sampled by the Metropolis method. One particle at a time is given a new uniform position in the cell, accepted with probability min(1, P_new/P_old); about 41% of the moves were accepted. There were 2000 independent walkers, each with 50 discarded and 200 measured sweeps. Successive configurations of one walker are correlated, so each walker was first reduced to its own average. With W walkers, the standard error is the standard deviation of these averages divided by √W.

The sampled structure factors, each averaged over the wave vectors related to the given m by cubic symmetry, are as follows, with the closed results in brackets:

m = (1,0,0), k = 6.283 nm⁻¹: 0.7142 ± 0.0008 (0.7143)
m = (1,1,0), k = 8.886 nm⁻¹: 0.7145 ± 0.0006 (0.7143)
m = (1,1,1), k = 10.883 nm⁻¹: 1.0001 ± 0.0011 (1.0000)
m = (2,0,0), k = 12.566 nm⁻¹: 0.8576 ± 0.0010 (0.8571)

For g, consider the bin from 0.45 to 0.50 nm. Its volume is 0.1419 nm³ and it holds 6.623 ordered pairs on average, so (3) gives

g_b = 1 × 6.623/(49 × 0.1419) = 0.953,

against a closed bin average of 0.952. All eleven bins passed a test at five standard errors, as did the four values of S.

At small separation, γ ≈ 1 − (1/2N)Σ_q(q·s)² = 1 − (1/7)(2πs/L)², since each axis contributes two vectors q. Thus g ≈ (2/7)(2πs/L)², the quadratic form assumed in section 4. In the first bin, of width 0.05 nm, the closed bin average is 0.0168 and the centre value 0.0070. Their ratio of 2.4 agrees with 12/5. The sampled value, 0.018 ± 0.002, has a relative error of about 11%, because few pairs come so close.

The corner bin has g = 0.933, below the 0.952 of the last radial bin. At a corner of the cube, s = (L/2, L/2, L/2), all six nonzero plane waves equal −1, so γ = −5/7 and g = 24/49 ≈ 0.49. This second depleted region belongs to seven plane waves in a small cube and should not be read as bulk structure. The corner bin as a whole matters for the sum rule: the integral in (4) is −0.776 when stopped at L/2, and the corners supply 7 × 0.4764 × (0.9328 − 1) = −0.224. Together they give −1.

8. Diffusion Monte Carlo

With a trial function Ψ_T for importance sampling, diffusion Monte Carlo samples P_mix = Ψ_TΦ₀/∫Ψ_TΦ₀dR. Here Φ₀ is the projected ground state, or the fixed-node state if nodes are imposed. Both functions are taken real with a non-negative product, and time-step and population errors are left aside. Estimators (1) and (3) then return mixed averages, not averages over Φ₀².

Normalize Φ₀ and scale Ψ_T so that Ψ_T = Φ₀ + εχ with ∫Φ₀χdR = 0. Let O₀ = ∫OΦ₀²dR, A = ∫OΦ₀χdR, B = ∫Oχ²dR and C = ∫χ²dR. Then

⟨O⟩_mix = O₀ + εA,
⟨O⟩_VMC = (O₀ + 2εA + ε²B)/(1 + ε²C) = O₀ + 2εA + ε²(B − CO₀) + O(ε³).

The first-order terms cancel in the extrapolated estimator

2⟨O⟩_mix − ⟨O⟩_VMC = O₀ − ε²(B − CO₀) + O(ε³).

The cancellation helps when Ψ_T is already close to Φ₀. Being a difference, the extrapolated S(k) is not guaranteed to be non-negative. The sum rule survives, since both distributions have fixed N and 2(−1) − (−1) = −1.

A test case is two particles on a ring with relative angle θ and the dimensionless Hamiltonian −d²/dθ² + cos θ. At the smallest allowed k, |ρ_k|²/2 = 1 + cos θ, and diagonalization gives S = 0.3877 in the ground state. With Ψ_T = Φ₀exp(−ε cos θ) and ε = 0.10, the errors in S are −0.0400 for VMC, −0.0207 for the mixed average and −0.0015 after extrapolation. Relative to S these are about 10%, 5% and 0.4%. Halving ε divides the mixed error by 1.96 and the extrapolated error by 3.88, close to the factors 2 and 4 expected at first and second order. This trial function has the form Φ₀ + εχ with a fixed χ only to first order in ε, so the mixed error is not exactly linear in ε here.

The complete set of values is in the numerical output below.

Computed results

```
Particles N = 7; cube side L = 1.00 nm; density = 7.00 nm^-3
Ordered pairs N(N-1) = 42; 1-1/N = 0.85714
Smallest allowed k = 6.2832 nm^-1
Walkers = 2000; discarded sweeps = 50; measured = 200
Metropolis acceptance = 0.406
S(k): m, k (nm^-1), sampled, std error, closed form, from g
  (1, 0, 0)   6.2832 0.71421 0.00081 0.71429 0.71429
  (1, 1, 0)   8.8858 0.71446 0.00062 0.71429 0.71429
  (1, 1, 1)  10.8828 1.00007 0.00106 1.00000 1.00000
  (2, 0, 0)  12.5664 0.85758 0.00103 0.85714 0.85714
g: bin (nm), mean ordered pairs, sampled, std error,
   closed-form bin average, closed form at bin centre
  0.00-0.05 0.00046 0.01812 0.00192 0.01678 0.00703
  0.05-0.10 0.01335 0.07436 0.00151 0.07236 0.06176
  0.10-0.15 0.08396 0.17223 0.00150 0.17294 0.16359
  0.15-0.20 0.29140 0.30697 0.00154 0.30627 0.29871
  0.20-0.25 0.71250 0.45526 0.00153 0.45538 0.44983
  0.25-0.30 1.41200 0.60478 0.00148 0.60289 0.59928
  0.30-0.35 2.38618 0.73233 0.00142 0.73389 0.73197
  0.35-0.40 3.63094 0.83741 0.00135 0.83812 0.83747
  0.40-0.45 5.06962 0.91059 0.00124 0.91077 0.91097
  0.45-0.50 6.62291 0.95254 0.00115 0.95230 0.95295
  corners   21.77667 0.93287 0.00041 0.93276
Volume of last radial bin = 0.141895 nm^3
Volume of corner bin = 0.476401 nm^3
Sum rule n*int(g-1), whole cell = -1.000000
Same integral stopped at r = L/2 = -0.775782
Same integral with N(N-1)-normalized g = 0.000000
S(1,0,0), that g with wrong prefactor N/V = 0.66667
S(1,0,0), that g with prefactor (N-1)/V = 0.71429
Independent particles: g = 0.85666 +/- 0.00040
  S at m=(1,0,0) = 1.0001 +/- 0.0021
  <|rho|^2>/N at m=(0.5,0,0) = 3.4323 +/- 0.0025; formula 3.4317
One configuration, one particle moved by L: |rho|^2/N
  m=(1,0,0): 2.39023 -> 2.39023
  m=(0.5,0,0): 3.95332 -> 2.03947
Correlated ring S(2pi/L): direct 0.200000, from g 0.200000
Two-particle ring, pure ground-state S = 0.387663
Errors in S: eps, VMC, mixed, extrapolated
  0.10 -0.039952 -0.020720 -0.001488
  0.05 -0.020720 -0.010552 -0.000383
Error ratios on halving eps: mixed 1.964, extrapolated 3.880
```
